\section*{Apparent activation energy of passivation with Gaussian-distributed barriers}

\section{Initial passivation rate with a spread of barriers}

\subsection{What dimensions and symmetry fix}

Hydrogen passivates a population of interface defects whose reaction barriers $E$ have a Gaussian distribution with mean $\bar E$ and variance $\sigma^2$. The apparent activation energy $E_{\rm app}$ is the local slope of the logarithm of the initial average rate against $-\beta$, where $\beta=1/kT$. Each defect's rate is taken as a constant prefactor times $e^{-\beta E}$. The prefactor adds a constant to the logarithm and drops out of the slope, so $E_{\rm app}$ can depend on $\bar E$, $\sigma^2$ and $kT$ alone.

Raising every barrier by $\delta$ multiplies every rate by $e^{-\beta\delta}$ and raises the slope by $\delta$. Hence
\begin{equation}
E_{\rm app}=\bar E+g(\sigma^2,kT).
\label{eq:form}
\end{equation}
Next, let the deviation from the mean be the sum of two independent Gaussian deviations with variances $v_1$ and $v_2$. The sum is Gaussian with variance $v_1+v_2$. The average of the product of exponentials factorizes, its logarithm is a sum, and so
\begin{equation}
g(v_1+v_2,kT)=g(v_1,kT)+g(v_2,kT).
\label{eq:additive}
\end{equation}
A smooth function with this property is proportional to the variance. Since $g$ is an energy and $\sigma^2$ an energy squared, the factor must be a pure number over $kT$:
\begin{equation}
g=-c\,\frac{\sigma^2}{kT}.
\label{eq:dimension}
\end{equation}
Low barriers react fastest and dominate the average, so $c>0$. The calculation below gives $c=1$.

\subsection{From the kinetics to an average rate}

Let each defect react independently with molecular hydrogen at a fixed local density $[{\rm H_2}]$. A defect with barrier $E$ then has the pseudo-first-order rate
\begin{equation}
r(E)=r_0e^{-\beta E},\qquad r_0=k_0[{\rm H_2}].
\label{eq:rate}
\end{equation}
Here $r_0$, $\bar E$ and $\sigma$ are independent of temperature, and $r_0$ is the same for all defects. At $t=0$ no defect is passivated, and the barriers have the density
\begin{equation}
p(E)=\frac{1}{\sqrt{2\pi}\,\sigma}
\exp\left[-\frac{(E-\bar E)^2}{2\sigma^2}\right].
\label{eq:gauss}
\end{equation}
Angle brackets denote averages over this initial density. A defect survives unpassivated to time $t$ with probability $e^{-rt}$, so the passivated fraction is
\begin{equation}
F(t)=1-\langle e^{-rt}\rangle .
\label{eq:fraction}
\end{equation}

For $y\ge0$ we have $1-y\le e^{-y}\le1$. Integrating from $0$ to $x$ gives $x-x^2/2\le1-e^{-x}\le x$. With $x=rt$, averaging yields
\begin{equation}
\langle r\rangle t-\tfrac12\langle r^2\rangle t^2
\le F(t)\le\langle r\rangle t .
\label{eq:bounds}
\end{equation}
Both moments are finite for a Gaussian. Dividing by $t$ and letting $t\to0$ shows that the initial rate is $R=F'(0)=\langle r\rangle$.

\subsection{The Gaussian average and its slope}

Put $u=E-\bar E$. The exponent in the average contains $-\beta\bar E$ and the terms
\begin{equation}
-\frac{u^2}{2\sigma^2}-\beta u
=-\frac{(u+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}.
\label{eq:square}
\end{equation}
Expanding the square on the right gives $-u^2/2\sigma^2-\beta u-\beta^2\sigma^2/2$, and the last term restores the equality. The shifted Gaussian still integrates to one, so
\begin{equation}
R=r_0\exp\left(-\beta\bar E+\frac{\beta^2\sigma^2}{2}\right).
\label{eq:R}
\end{equation}
Since $d\beta/dT=-1/(kT^2)$, the slope can be taken in either variable:
\begin{equation}
E_{\rm app}\equiv-\frac{d\ln R}{d\beta}
=kT^2\frac{d\ln R}{dT}
=\bar E-\frac{\sigma^2}{kT}.
\label{eq:main}
\end{equation}
This is the stated result. The factor $1/2$ in Eq.~\eqref{eq:R} is cancelled by the derivative of $\beta^2$.

It remains in the barrier that reproduces the magnitude of the rate when the true prefactor is known:
\begin{equation}
E_{\rm mag}\equiv-kT\ln\frac{R}{r_0}
=\bar E-\frac{\sigma^2}{2kT}.
\label{eq:mag}
\end{equation}
The two energies answer different questions. Inserting $E_{\rm app}$ together with the true $r_0$ into a single Arrhenius factor overestimates $R$ by $e^{\beta^2\sigma^2/2}$.

The physical meaning follows by differentiating $R=r_0\int p(E)e^{-\beta E}\,dE$ under the integral:
\begin{equation}
E_{\rm app}=\frac{\langle E\,r\rangle}{\langle r\rangle}.
\label{eq:weighted}
\end{equation}
The apparent energy is the mean barrier of the defects weighted by how fast they react. This identity holds for any barrier density for which the averages exist and the differentiation is allowed. For the Gaussian, Eq.~\eqref{eq:square} shows that the weighted density is again Gaussian, with width $\sigma$ and centre $\bar E-\beta\sigma^2$. Cooling moves this centre to lower barriers, because the contrast between fast and slow defects grows.

A prefactor that varies between defects changes the slope only if it depends statistically on the barrier. If $r_0$ varies independently of $E$, its average factors out. If instead $\ln r_0$ contains a term $\alpha(E-\bar E)$ with constant $\alpha$, then $\beta u$ in Eq.~\eqref{eq:square} becomes $(\beta-\alpha)u$, and the shift becomes $-\sigma^2(\beta-\alpha)$.

\subsection{What an Arrhenius plot shows}

The logarithm of Eq.~\eqref{eq:R} is quadratic in $\beta$. For two temperatures,
\begin{align}
\ln\frac{R(\beta_1)}{R(\beta_2)}
&=-\bar E(\beta_1-\beta_2)
+\frac{\sigma^2}{2}(\beta_1^2-\beta_2^2),\nonumber\\
-\frac{\ln[R(\beta_1)/R(\beta_2)]}{\beta_1-\beta_2}
&=\bar E-\frac{\sigma^2}{2}(\beta_1+\beta_2).
\label{eq:secant}
\end{align}
The second line uses $\beta_1^2-\beta_2^2=(\beta_1-\beta_2)(\beta_1+\beta_2)$. A two-point slope is therefore the local slope at the average $\beta$.

The tangent at $\beta$, extended to $\beta=0$, gives an apparent prefactor $r_{\rm app}$:
\begin{align}
\ln r_{\rm app}&=\ln R+\beta E_{\rm app}\nonumber\\
&=\ln r_0-\beta\bar E+\tfrac12\beta^2\sigma^2
+\beta\bar E-\beta^2\sigma^2
=\ln r_0-\tfrac12\beta^2\sigma^2 .
\label{eq:prefactor}
\end{align}
A spread of barriers thus lowers both the apparent energy and the apparent prefactor. At another inverse temperature $\beta'$, the quadratic term gives
\begin{equation}
\frac{R(\beta')}{R_{\rm tangent}(\beta')}
=\exp\left[\frac{\sigma^2(\beta'-\beta)^2}{2}\right].
\label{eq:extrapolate}
\end{equation}
Within this model, linear extrapolation underestimates the rate in both directions.

\subsection{How early is initial?}

Fast defects disappear first, so the initial density soon ceases to describe the survivors. Replacing $\beta$ by $n\beta$ in the Gaussian average gives
\begin{equation}
\langle r^n\rangle=r_0^n
\exp\left(-n\beta\bar E+\tfrac12n^2\beta^2\sigma^2\right).
\label{eq:moments}
\end{equation}
The correction in Eq.~\eqref{eq:bounds} is small when $qt\ll1$, where
\begin{equation}
q=\frac{\langle r^2\rangle}{\langle r\rangle}
=r_0\exp\left(-\beta\bar E+\tfrac32\beta^2\sigma^2\right)
=R\,e^{\beta^2\sigma^2}.
\label{eq:q}
\end{equation}
The spread shortens the usable time: $1/q$ is smaller than $1/R$ by $e^{\beta^2\sigma^2}$.

Suppose samples are annealed for the same short time $t$ at neighbouring temperatures. To first order in $t$,
\begin{equation}
\ln F=\ln(Rt)-\frac{qt}{2}.
\end{equation}
Since $dq/d\beta=-(\bar E-3\beta\sigma^2)q$, the energy read from $F$ is
\begin{equation}
E_t=-\left(\frac{\partial\ln F}{\partial\beta}\right)_t
\simeq E_{\rm app}-\frac{qt}{2}(\bar E-3\beta\sigma^2).
\label{eq:fixedtime}
\end{equation}
For $\bar E>3\beta\sigma^2$ this energy is too low, because the hotter sample is closer to saturation. The bias survives at $\sigma=0$.

Alternatively, measure the time $t_f$ needed to reach the same small fraction $f$. Inverting $f=Rt_f-\langle r^2\rangle t_f^2/2$ to second order in $f$ gives
\begin{equation}
Rt_f=f+\frac{\langle r^2\rangle}{2R^2}f^2
=f+\frac{f^2}{2}e^{\beta^2\sigma^2}.
\end{equation}
Take the logarithm, keep the first correction in $f$, and differentiate:
\begin{align}
\ln t_f&\simeq\ln f-\ln R+\frac f2e^{\beta^2\sigma^2},\nonumber\\
E_f&=\left(\frac{\partial\ln t_f}{\partial\beta}\right)_f
\simeq E_{\rm app}+f\beta\sigma^2e^{\beta^2\sigma^2}.
\label{eq:fixedfraction}
\end{align}
This bias is positive, opposite in sign to the fixed-time bias when $\bar E>3\beta\sigma^2$. It vanishes at $\sigma=0$, because $F$ is then a function of $rt$ alone.

The half-passivation time measures something else. The reaction time of a defect is $Y/r$, where $Y$ is an exponential random variable of unit mean. Writing $E=\bar E+\sigma z$, with $z$ a standard normal variable,
\begin{equation}
\ln t_{1/2}=\beta\bar E-\ln r_0+m(\beta\sigma),
\label{eq:half}
\end{equation}
where $m$ is the median of $\ln Y+\beta\sigma z$. The half-time energy is $\bar E+\sigma m'(\beta\sigma)$. It differs from the mean barrier only through the slow change of a median, whose size is found numerically below.

\subsection{Where the Gaussian result fails}

Equation~\eqref{eq:main} turns negative at sufficiently low temperature, although the physical barriers are positive. The fault lies in the Gaussian's negative tail. Remove that tail and let $a=(\bar E-\beta\sigma^2)/\sigma$. The rate-weighted density is a Gaussian centred at $a\sigma$ and cut at $E=0$. With $E=\sigma(a+x)$,
\begin{equation}
E_{\rm app}^{(+)}=\sigma a+
\sigma\frac{\int_{-a}^{\infty}x\phi(x)\,dx}
{\int_{-a}^{\infty}\phi(x)\,dx}
=\sigma a+\sigma\frac{\phi(a)}{\Phi(a)},
\label{eq:truncated}
\end{equation}
where $\phi$ and $\Phi$ are the standard normal density and distribution function. The numerator follows from $x\phi=-\phi'$. For $a\gg1$ the correction is exponentially small. For $a\to-\infty$, the expansion $\phi(a)/\Phi(a)\simeq|a|+1/|a|$ leaves $E_{\rm app}^{(+)}\simeq\sigma/|a|$, which tends to $kT$ as $T\to0$. At every temperature $E_{\rm app}^{(+)}$ is a weighted mean of positive barriers, so it is never negative.

The shape of the distribution matters even without a cut. For barriers spread uniformly over $\bar E\pm b$, with $b=\sqrt3\,\sigma$ to match the variance,
\begin{equation}
\frac{R}{r_0}=e^{-\beta\bar E}\frac{\sinh\beta b}{\beta b},
\qquad
E_{\rm app}=\bar E-b\coth(\beta b)+kT .
\label{eq:uniform}
\end{equation}
For $\beta b\ll1$, $\coth(\beta b)\simeq1/(\beta b)+\beta b/3$, and the shift is again $-\beta\sigma^2$. At larger $\beta b$ it cannot exceed the half-width $b$, whereas the Gaussian shift keeps growing.

\subsection{Dangling bonds at a silicon/oxide interface}

Consider silicon dangling bonds at a thermal Si/SiO$_2$ interface, passivated by molecular hydrogen. The width depends on the defect and on the interface orientation. The value used here is the narrow one found for (111) silicon; spreads near 0.14 eV have been reported for (100) interfaces. Rough parameters are $\bar E=1.50$ eV, $\sigma=0.06$ eV, $k_0=10^{-7}$ cm$^3$/s and $[{\rm H_2}]=3\times10^{17}$ cm$^{-3}$, so that $r_0=3\times10^{10}$ s$^{-1}$. At 250~$^\circ$C, $kT=0.04508$ eV and $\beta\sigma=1.331$. Hence
\begin{align}
E_{\rm app}&=1.50-\frac{(0.06)^2}{0.04508}
=1.50-0.080=1.420\ {\rm eV},\nonumber\\
R&=(1.064\times10^{-4})\,e^{(1.331)^2/2}
=2.58\times10^{-4}\ {\rm s}^{-1}.
\label{eq:numbers}
\end{align}
The first factor in $R$ is the rate at the mean barrier; the spread multiplies it by 2.42. Quadrature of the average followed by a numerical derivative gives the same 1.420 eV. The magnitude-equivalent barrier is 1.460 eV, midway between $E_{\rm app}$ and $\bar E$.

At 400~$^\circ$C, with $[{\rm H_2}]$ held fixed, $kT=0.05801$ eV. The shift falls to 0.062 eV, $E_{\rm app}$ rises to 1.438 eV, and $R$ is 0.30 s$^{-1}$. The Arrhenius plot is nevertheless nearly straight: extending the 250~$^\circ$C tangent to 400~$^\circ$C misses a rate only 1.045 times larger. A good straight line is therefore weak evidence against a spread of barriers. The tangent's prefactor is $0.412\,r_0$, and the slope between 230 and 270~$^\circ$C is 1.420 eV.

The timing of the measurement matters more. At 250~$^\circ$C, $1/q=660$ s. After 60 s the passivated fraction is 0.0149, yet the energy read at this fixed time is 1.373 eV. This lies 0.047 eV below $E_{\rm app}$, more than half the shift being sought. Equation~\eqref{eq:fixedtime} predicts a reduction of $(60/1320)(1.50-0.24)=0.057$ eV; the first-order formula overestimates the bias at this time. The expansion in $t$ is only asymptotic, because the moments in Eq.~\eqref{eq:moments} grow faster than $n!$. At 60 s its terms already increase after the fourth order, so finite-time values must come from Eq.~\eqref{eq:fraction} itself. The time to reach 1\% gives 1.424 eV, close to the initial value. The times to 10\% and 50\% give 1.445 and 1.496 eV. Thus, for this width, the same defects yield nearly $\bar E-\sigma^2/kT$ from early data at fixed fraction, and nearly $\bar E$ from the half-time. By Eq.~\eqref{eq:fixedfraction} the first statement needs $f\,e^{\beta^2\sigma^2}\ll1$. For $\sigma=0.14$ eV at the same temperature, $E_{\rm app}=1.065$ eV and $1/q$ is about 5 ms. The time to 1\% then gives 1.21 eV, far from the initial value, while the half-time still gives 1.498 eV.

\subsection{Effects outside the model}

If the gas pressure is fixed instead of $[{\rm H_2}]$, and the ratio of dissolved to gas density is constant, ideal-gas behaviour gives $[{\rm H_2}]\propto1/T\propto\beta$. The slope then changes by $-d\ln\beta/d\beta=-kT=-0.045$ eV at 250~$^\circ$C. A temperature-dependent solubility adds its own logarithmic slope. The assumed density is about 2\% of the gas density at 760 Torr.

For tunnelling, take a parabolic barrier top with transmission $[1+e^{-2\pi\epsilon/\hbar\omega}]^{-1}$ at energy $\epsilon$ above the top. Its thermal average multiplies the classical rate by
\begin{equation}
\kappa=\beta\int_{-\infty}^{\infty}
\frac{e^{-\beta\epsilon}\,d\epsilon}{1+e^{-2\pi\epsilon/\hbar\omega}}
=\frac{\theta}{\sin\theta},\qquad
\theta=\frac{\beta\hbar\omega}{2}<\pi.
\label{eq:tunnel}
\end{equation}
The substitution $y=e^{2\pi\epsilon/\hbar\omega}$ turns the integral into $\int_0^\infty y^{-s}(1+y)^{-1}dy=\pi/\sin\pi s$, with $s=\theta/\pi$, times $\hbar\omega/2\pi$. A trial value $\hbar\omega=0.10$ eV gives $\kappa=1.24$ at 250~$^\circ$C and shifts the slope by $-0.020$ eV. If $\kappa$ is common to all defects, this shift and the fixed-pressure shift add to the dispersion shift, giving $1.420-0.045-0.020=1.355$ eV.

The shape of the barrier distribution has a similar weight: a uniform distribution of equal variance gives 1.439 eV at fixed $[{\rm H_2}]$. The negative-barrier tail is irrelevant here, since its correction is of order $10^{-123}$ eV. The centre of the rate-weighted Gaussian comes within $3\sigma$ of zero only near 32 K. A finite population departs from Eq.~\eqref{eq:main} at higher temperature, once it holds too few defects near that centre, which lies $\beta\sigma$ standard deviations below the mean barrier. The parabolic tunnelling formula diverges on cooling to $kT=\hbar\omega/2\pi=0.016$ eV and, for a barrier of finite height, becomes inaccurate before that point.

For an uncapped oxide, transport and the reverse reaction are minor at 250~$^\circ$C. With a trial diffusivity of $6\times10^{-4}e^{-0.45\,{\rm eV}/kT}$ cm$^2$/s, the diffusion time $L^2/D$ through 100 nm of oxide is about 4 ms, against $1/q=660$ s. Under a gate or cap that blocks hydrogen, supply is lateral: the same diffusivity gives 36 s over 10 $\mu$m and 900 s over 50 $\mu$m, and transport can then limit the rate. Si--H dissociation contributes nothing at $t=0$, when no bond is passivated. For a trial attempt rate of $10^{13}$ s$^{-1}$ and a barrier of $2.8\pm0.1$ eV (mean and standard deviation), its mean rate per passivated bond is about $5\times10^{-10}$ of $R$.

In a real anneal, the value of $[{\rm H_2}]$ must also be checked. Forming gas is hydrogen diluted in an inert gas, so at the same total pressure and solubility it gives a lower dissolved hydrogen density than pure hydrogen does. A temperature-independent dilution lowers $R$ in proportion but leaves $E_{\rm app}$ unchanged. Small devices also break the continuum average. For $N$ independently drawn defects, the relative standard deviation of the mean rate is
\begin{equation}
\frac{\Delta R}{R}=\sqrt{\frac{\langle r^2\rangle/R^2-1}{N}}
=\sqrt{\frac{e^{\beta^2\sigma^2}-1}{N}} .
\label{eq:scatter}
\end{equation}
A 100 nm square with $10^{12}$ defects per cm$^2$ contains 100 defects. At 250~$^\circ$C its initial rate scatters by 22\% between devices that each hold exactly 100 defects, and by about 24\% if the number of defects is Poisson distributed, before the counting noise of individual reactions is added. For $\sigma=0.14$ eV the average is carried by rare low-barrier defects: a typical device then has about $0.4R$ and a slope near 1.20 eV instead of 1.07 eV. Equation~\eqref{eq:main} then describes the rate averaged over many such devices. The numerical output lists the average rates and apparent energies at both temperatures, and the scatter at 250~$^\circ$C.

\section*{Computed results}
\begin{verbatim}
Mean barrier: 1.50 eV
Barrier standard deviation: 0.06 eV
Bimolecular prefactor k0: 1.0e-07 cm3/s
Dissolved H2 density: 3.0e+17 cm^-3
Prefactor r0 = k0*[H2]: 3.00e+10 1/s
Gas density at 760 Torr, 250 C: 1.40e+19 cm^-3
Dissolved/gas density ratio: 0.021 
--- 250 C = 523.15 K
kT: 0.04508 eV
sigma/kT: 1.331 
Rate at the mean barrier: 1.064e-04 1/s
Initial average rate: 2.579e-04 1/s
Average/mean-barrier rate: 2.425 
Shift sigma^2/kT: 0.0799 eV
Apparent energy, numerical slope: 1.4201 eV
Mean dissociation/passivation rate: 4.8e-10 
--- 400 C = 673.15 K
kT: 0.05801 eV
sigma/kT: 1.034 
Rate at the mean barrier: 1.765e-01 1/s
Initial average rate: 3.014e-01 1/s
Average/mean-barrier rate: 1.707 
Shift sigma^2/kT: 0.0621 eV
Apparent energy, numerical slope: 1.4379 eV
Mean dissociation/passivation rate: 1.6e-07 
--- Further results at 250 C
Magnitude-equivalent barrier: 1.4601 eV
Tangent prefactor / r0: 0.412 
Two-point slope, 230 and 270 C: 1.4200 eV
True/extrapolated rate at 400 C: 1.045 
Rate-weighted barrier width: 0.0600 eV
Depletion time <r>/<r^2>: 660 s
Passivated fraction after 60 s: 0.0149 
Energy from fraction at 60 s: 1.3727 eV
Energy from time to 1 percent: 1.4241 eV
Energy from time to 10 percent: 1.4447 eV
Energy from time to 50 percent: 1.4956 eV
--- Neglected effects at 250 C, rough trial inputs
log10(negative-tail shift / 1 eV): -123 
T where E_app = 3 sigma: 31.6 K
Apparent energy, uniform barriers: 1.4391 eV
Shift at fixed gas pressure: -0.0451 eV
Barrier-top quantum (input): 0.10 eV
Tunnelling rate factor: 1.239 
Tunnelling shift of energy: -0.0202 eV
Diffusion inputs: 100 nm, 6e-04 cm2/s, 0.45 eV
H2 diffusion time through oxide: 3.6e-03 s
Dissociation inputs: 1e+13 1/s, 2.8 eV, 0.1 eV
Device: 100 nm square, 1e+12 cm^-2, 100 defects
Relative device-to-device scatter: 0.221
\end{verbatim}
